# The Fang-Howard Variational Wavevector Without Depletion Charge: a numerical check

```python
"""Fang-Howard electron gas without depletion charge.

Result under test: the total Hartree energy per electron is least at
    b**3 = 33 m e^2 n / (8 epsilon hbar^2),
which in Hartree atomic units is b**3 = 33 pi m n / (2 kappa).
Symbols: m effective mass, n sheet density, kappa relative permittivity,
epsilon = kappa*epsilon_0, z distance from an impenetrable wall,
trial function psi = sqrt(b**3/2) z exp(-b z/2).
The positive countercharge is a fixed sheet outside the semiconductor;
energies omit the constant that depends only on its position.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar

X_OUT, W_OUT = np.polynomial.legendre.leggauss(120)
X_IN, W_IN = np.polynomial.legendre.leggauss(80)
U_IN, W_IN = 0.5 * (X_IN + 1), 0.5 * W_IN


def trial(b, z):
    return np.sqrt(b**3 / 2) * z * np.exp(-b * z / 2)


def outer_grid(b):
    length = 50 / b
    return 0.5 * length * (X_OUT + 1), 0.5 * length * W_OUT


def kinetic(b, m):
    """Integral of |psi'|^2/(2m), slope by central differences."""
    z, w = outer_grid(b)
    step = 1e-4 / b
    slope = (trial(b, z + step) - trial(b, z - step)) / (2 * step)
    return np.sum(w * slope**2) / (2 * m)


def mean_z(b):
    z, w = outer_grid(b)
    return np.sum(w * z * trial(b, z)**2)


def ordered_distance(b_far, b_near):
    """Contribution to <|z-z'|> from the far electron beyond the near one."""
    z, w = outer_grid(b_far)
    near = z[:, None] * U_IN[None, :]
    inner = np.sum(W_IN * z[:, None] * (z[:, None] - near)
                   * trial(b_near, near)**2, axis=1)
    return np.sum(w * trial(b_far, z)**2 * inner)


def mean_distance(b1, b2):
    return ordered_distance(b1, b2) + ordered_distance(b2, b1)


def pair_energy(b, n, kappa):
    """Planar Coulomb sum: sheet attraction and electron repulsion."""
    g = 4 * np.pi * n / kappa
    return g * (mean_z(b) / 2 - mean_distance(b, b) / 4)


def find_minimum(function, low, high):
    res = minimize_scalar(function, bounds=(low, high), method="bounded",
                          options={"xatol": 1e-9 * high})
    assert res.success
    return res.x


def b_formula(m, n, kappa):
    return (33 * np.pi * m * n / (2 * kappa))**(1 / 3)


def solve_hartree(m, n, kappa):
    """Self-consistent one-subband Hartree solution on a grid.

    A zero-slope condition at the far end cannot raise the levels, so it
    cannot hide a second bound subband.
    """
    scale = b_formula(m, n, kappa)
    h, size = 0.02 / scale, 2000
    z = h * np.arange(size + 1)
    g = 4 * np.pi * n / kappa

    def potential(density):
        inside = cumulative_trapezoid(density, z, initial=0)
        beyond = 1 - inside / inside[-1]
        return g * cumulative_trapezoid(beyond, z, initial=0)

    v = potential(trial(scale, z)**2)
    off = np.full(size - 1, -1 / (2 * m * h**2))
    converged = False
    for _ in range(300):
        diag = 1 / (m * h**2) + v[1:]
        diag[-1] -= 1 / (2 * m * h**2)
        levels, vectors = eigh_tridiagonal(diag, off, select="i",
                                           select_range=(0, 1))
        density = np.concatenate(([0.0], vectors[:, 0]**2 / h))
        v_new = potential(density)
        change = np.max(np.abs(v_new - v)) / v_new[-1]
        if change < 1e-9:
            converged = True
            break
        v = v + 0.4 * (v_new - v)
    assert converged
    mean_v = np.sum(density * v) * h
    return {"level": levels[0], "edge": v[-1],
            "energy": levels[0] - mean_v / 2,
            "mean_z": np.sum(density * z) * h,
            "bound": int(np.sum(levels < v[-1])),
            "gap": min(levels[1], v[-1]) - levels[0]}


# The minimum of the directly computed energy, for several parameter sets
mass, density_2d, kappa = 0.2, 5e-6, 10.0
cases = [(mass, density_2d, kappa), (0.2, 4e-5, 10.0),
         (0.7, 5e-6, 10.0), (0.2, 5e-6, 4.0)]
minima = []
for m, n, k in cases:
    unit = (m * n / k)**(1 / 3)
    b_min = find_minimum(lambda b: kinetic(b, m) + pair_energy(b, n, k),
                         0.5 * unit, 20 * unit)
    assert abs(b_min / b_formula(m, n, k) - 1) < 1e-4
    minima.append(b_min)
b_numeric = minima[0]
b = b_formula(mass, density_2d, kappa)

# The same result in SI units, with the absolute permittivity
bohr = const.physical_constants["Bohr radius"][0]
mev = 1e3 * const.physical_constants["Hartree energy in eV"][0]
n_si = density_2d / bohr**2
b_si = (33 * mass * const.m_e * const.e**2 * n_si
        / (8 * kappa * const.epsilon_0 * const.hbar**2))**(1 / 3)
assert abs(b_si * bohr / b - 1) < 1e-7

# Separate contributions and the field-energy form
g = 4 * np.pi * density_2d / kappa
T = kinetic(b, mass)
U = pair_energy(b, density_2d, kappa)
E = T + U
norm = np.sum(outer_grid(b)[1] * trial(b, outer_grid(b)[0])**2)
assert abs(norm - 1) < 1e-10
assert abs(mean_z(b) * b - 3) < 1e-8
assert abs(T / (b**2 / (8 * mass)) - 1) < 1e-6
assert abs(mean_distance(b, b) * b - 15 / 8) < 1e-8


def fraction_beyond(t):
    return quad(lambda s: trial(1.0, s)**2, t, t + 60)[0]


for t in (0.3, 2.0, 7.0):
    assert abs(fraction_beyond(t) - np.exp(-t) * (1 + t + t*t/2)) < 1e-8
field_integral = quad(lambda t: fraction_beyond(t)**2, 0, 40)[0]
assert abs(field_integral - 33 / 16) < 1e-7
assert abs(U / (g * field_integral / (2 * b)) - 1) < 1e-7
assert abs(U / T - 2) < 1e-6

# Mean Hartree potential, zero at the wall, from the planar kernel
V_mean = g * (mean_z(b) - mean_distance(b, b) / 2)
subband = T + V_mean
assert abs(V_mean / U - 2) < 1e-7
assert abs(subband / T - 5) < 1e-5


# Frozen potential: the trial function changes, its source does not
def frozen_energy(b_try):
    v = g * (mean_z(b_try) + mean_z(b) - mean_distance(b_try, b)) / 2
    return kinetic(b_try, mass) + v


b_frozen = find_minimum(frozen_energy, 0.3 * b, 3 * b)
assert abs(b_frozen / b - 1) < 1e-4

# Double counting: the moving subband energy is minimized instead
b_wrong = find_minimum(
    lambda x: kinetic(x, mass) + 2 * pair_energy(x, density_2d, kappa),
    0.3 * b, 4 * b)
assert abs(b_wrong / b - 2**(1 / 3)) < 1e-4
E_wrong = kinetic(b_wrong, mass) + pair_energy(b_wrong, density_2d, kappa)
assert E_wrong > E

# Unrestricted one-subband Hartree solution and range of validity
hartree = solve_hartree(mass, density_2d, kappa)
excess = E / hartree["energy"] - 1
assert 0 < excess < 0.1
fermi = np.pi * density_2d / mass
assert fermi < hartree["gap"]
n_limit = density_2d * (hartree["gap"] / fermi)**3
at_limit = solve_hartree(mass, n_limit, kappa)
assert abs(at_limit["gap"] / (np.pi * n_limit / mass) - 1) < 1e-5

cm2 = 1 / (bohr * 100)**2
print(f"effective mass m = {mass:.1f} electron masses")
print(f"relative permittivity kappa = {kappa:.1f}")
print(f"sheet density n = {density_2d:.3e} bohr^-2")
print(f"sheet density n = {density_2d * cm2:.3e} cm^-2")
print(f"integral of squared fraction beyond z, times b = "
      f"{field_integral:.6f}")
print(f"mean pair distance times b = {mean_distance(b, b) * b:.6f}")
print(f"b^3 from formula = {b**3:.5e} bohr^-3")
print(f"b from formula = {b:.6f} bohr^-1")
print(f"b from numerical minimum = {b_numeric:.6f} bohr^-1")
print(f"b from SI formula = {b_si * 1e-9:.5f} nm^-1")
print(f"mean distance 3/b = {mean_z(b):.2f} bohr")
print(f"mean distance 3/b = {mean_z(b) * bohr * 1e9:.3f} nm")
print(f"confinement kinetic energy T = {T:.5e} hartree")
print(f"electrostatic energy per electron U = {U:.5e} hartree")
print(f"total energy per electron E = {E:.5e} hartree")
print(f"total energy per electron E = {E * mev:.3f} meV")
print(f"mean Hartree potential = {V_mean:.5e} hartree")
print(f"trial subband energy = {subband:.5e} hartree")
print(f"b from frozen potential = {b_frozen:.6f} bohr^-1")
print(f"b with double counting = {b_wrong:.6f} bohr^-1")
print(f"ratio of double-counted b to correct b = {b_wrong / b:.5f}")
print(f"energy penalty of double-counted b = "
      f"{100 * (E_wrong / E - 1):.2f} percent")
print(f"grid Hartree energy per electron = "
      f"{hartree['energy']:.5e} hartree")
print(f"trial energy above grid Hartree = {100 * excess:.2f} percent")
print(f"grid Hartree mean distance = {hartree['mean_z']:.2f} bohr")
print(f"grid Hartree subband energy = {hartree['level']:.5e} hartree")
print(f"grid Hartree bulk band edge = {hartree['edge']:.5e} hartree")
print(f"bound subbands among two lowest levels = {hartree['bound']}")
print(f"gap to next available state = {hartree['gap']:.5e} hartree")
print(f"Fermi energy above subband = {fermi:.5e} hartree")
print(f"one-subband density limit = {n_limit:.3e} bohr^-2")
print(f"one-subband density limit = {n_limit * cm2:.3e} cm^-2")
print("tests ok")
```

It prints:

```
effective mass m = 0.2 electron masses
relative permittivity kappa = 10.0
sheet density n = 5.000e-06 bohr^-2
sheet density n = 1.786e+11 cm^-2
integral of squared fraction beyond z, times b = 2.062500
mean pair distance times b = 1.875000
b^3 from formula = 5.18363e-06 bohr^-3
b from formula = 0.017307 bohr^-1
b from numerical minimum = 0.017307 bohr^-1
b from SI formula = 0.32705 nm^-1
mean distance 3/b = 173.34 bohr
mean distance 3/b = 9.173 nm
confinement kinetic energy T = 1.87199e-04 hartree
electrostatic energy per electron U = 3.74397e-04 hartree
total energy per electron E = 5.61596e-04 hartree
total energy per electron E = 15.282 meV
mean Hartree potential = 7.48794e-04 hartree
trial subband energy = 9.35993e-04 hartree
b from frozen potential = 0.017307 bohr^-1
b with double counting = 0.021805 bohr^-1
ratio of double-counted b to correct b = 1.25992
energy penalty of double-counted b = 5.83 percent
grid Hartree energy per electron = 5.53254e-04 hartree
trial energy above grid Hartree = 1.51 percent
grid Hartree mean distance = 165.81 bohr
grid Hartree subband energy = 9.22086e-04 hartree
grid Hartree bulk band edge = 1.04179e-03 hartree
bound subbands among two lowest levels = 1
gap to next available state = 1.19706e-04 hartree
Fermi energy above subband = 7.85398e-05 hartree
one-subband density limit = 1.770e-05 bohr^-2
one-subband density limit = 6.322e+11 cm^-2
tests ok
```
